\section*{Mach-Zehnder extinction ratio with unequal arms and the limits of phase adjustment}

A Mach-Zehnder modulator divides light between two arms, changes the phase in at least one of them, and recombines the two fields. Let the fields arriving at the combiner be $a_1$ from arm 1 and $a_2e^{i\phi}$ from arm 2, with $a_1,a_2>0$. Squared magnitudes are powers in units of the power entering the device. The amplitudes contain the division at the splitter and the loss of each arm; $\phi$ contains every phase difference collected before the combiner. The light has one frequency, one polarization and one guided mode. A phase shifter is, by definition here, an element that changes the phase of a field and leaves its magnitude alone.

The combiner is a lossless symmetric $2\times2$ coupler with through amplitude $t>0$ and cross amplitude $ik$, where $k>0$ and $t^2+k^2=1$. Its output fields are
\begin{align}
b_1&=t a_1+i k a_2e^{i\phi},\\
b_2&=i k a_1+t a_2e^{i\phi}.
\end{align}
The extinction ratio of an output is its largest power divided by its smallest power when $\phi$ is swept through a full turn with the amplitudes held fixed:
\begin{equation}
\mathrm{ER}=\frac{P_{\max}}{P_{\min}},\qquad
\mathrm{ER}_{\rm dB}=10\log_{10}\mathrm{ER}.
\end{equation}
Perfect extinction means $P_{\min}=0$.

What interferes at an output is not the pair $a_1,a_2$ but the parts of them that the combiner sends there. Since $i=e^{i\pi/2}$, the first output field is
\begin{equation}
b_1=t a_1+k a_2e^{i(\phi+\pi/2)}.
\end{equation}
In the second, a factor $i$ is taken out, and $1/i=e^{-i\pi/2}$ goes to the other term:
\begin{equation}
b_2=i\left[k a_1+t a_2e^{i(\phi-\pi/2)}\right].
\end{equation}
The prefactor has unit magnitude and does not affect the power. Both outputs therefore have the form
\begin{equation}
P=\left|u+v e^{i\theta}\right|^2,
\end{equation}
with
\begin{align}
\text{output 1:}\quad &u=t a_1,\quad v=k a_2,\quad \theta=\phi+\pi/2,\\
\text{output 2:}\quad &u=k a_1,\quad v=t a_2,\quad \theta=\phi-\pi/2.
\end{align}
The numbers $u$ and $v$ can be found separately: with arm 2 blocked the output power is $u^2$, and with arm 1 blocked it is $v^2$.

Multiplying the field by its complex conjugate gives
\begin{align}
P&=(u+v e^{i\theta})(u+v e^{-i\theta})\\
&=u^2+v^2+uv\left(e^{i\theta}+e^{-i\theta}\right)\\
&=u^2+v^2+2uv\cos\theta .
\end{align}
Now insert $\cos\theta=2\cos^2(\theta/2)-1$ and collect the terms that do not depend on $\theta$:
\begin{equation}
P=(u-v)^2+4uv\cos^2(\theta/2). \label{floor}
\end{equation}
Neither term can be negative. The second vanishes at $\theta=\pi$ and is largest at $\theta=0$, where the sum is $(u-v)^2+4uv=(u+v)^2$. Hence
\begin{equation}
P_{\min}=(u-v)^2,\qquad P_{\max}=(u+v)^2,
\end{equation}
\begin{equation}
\boxed{\mathrm{ER}=\left(\frac{u+v}{u-v}\right)^2 .}\label{er}
\end{equation}
If $u\ne v$, the first term of (\ref{floor}) is positive and contains no phase. It is a floor that phase adjustment in the arms cannot remove. In the complex plane, $ve^{i\theta}$ carries the tip of the total field around a circle of radius $v$ centred at distance $u$ from the origin. The circle passes through the origin if and only if $u=v$; otherwise its closest approach is $|u-v|$.

Adding phase shifters to the arms does not help. Let arm 1 receive an extra phase $\alpha$ and arm 2 an extra phase $\beta$, each the sum of as many shifters as one likes. The output field becomes
\begin{equation}
u e^{i\alpha}+v e^{i(\theta+\beta)}
=e^{i\alpha}\left[u+v e^{i(\theta+\beta-\alpha)}\right].
\end{equation}
The common factor has unit magnitude, so the power is (\ref{floor}) with $\theta$ replaced by $\theta+\beta-\alpha$. The bound $P\ge(u-v)^2$ is unchanged.

The light missing from a dark output has not been absorbed. The cross terms of the two output powers have the same coefficient $2tk a_1a_2$, and
\begin{equation}
\cos(\phi+\pi/2)+\cos(\phi-\pi/2)=-\sin\phi+\sin\phi=0 .
\end{equation}
They cancel in the sum, leaving
\begin{equation}
P_1+P_2=(t^2+k^2)(a_1^2+a_2^2)=a_1^2+a_2^2 .
\end{equation}
Output 1 is darkest at $\phi=\pi/2$, which is where output 2 has $\theta=0$ and is brightest.

Imbalances are usually stated in decibels. Define
\begin{equation}
\Delta=20\log_{10}(u/v),\qquad y=\frac{|\Delta|\ln10}{40}.
\end{equation}
The ratio of the smaller to the larger amplitude is $10^{-|\Delta|/20}=e^{-2y}$. Dividing numerator and denominator of (\ref{er}) by the larger amplitude, and then multiplying both by $e^{y}$, gives
\begin{equation}
\sqrt{\mathrm{ER}}=\frac{1+e^{-2y}}{1-e^{-2y}}
=\frac{e^{y}+e^{-y}}{e^{y}-e^{-y}}=\coth y .
\end{equation}
Thus
\begin{equation}
\mathrm{ER}=\coth^2\!\left(\frac{|\Delta|\ln10}{40}\right),\qquad
|\Delta|=\frac{40}{\ln10}\,\operatorname{artanh}\!\left(\mathrm{ER}^{-1/2}\right).
\label{coth}
\end{equation}
The second relation follows because $\coth y=\sqrt{\mathrm{ER}}$ means $\tanh y=\mathrm{ER}^{-1/2}$. For small imbalance $\coth y\approx1/y$, so
\begin{equation}
\mathrm{ER}\approx\left(\frac{40}{|\Delta|\ln10}\right)^2
\approx\left(\frac{17.4\ \mathrm{dB}}{|\Delta|}\right)^2 .
\end{equation}
Halving a small imbalance raises the extinction ratio by a factor of four, or 6 dB. In the opposite limit one contribution is much weaker than the other, $e^{-2y}\ll1$, and $\mathrm{ER}\approx1+4e^{-2y}$ tends to one: there is almost no modulation. From (\ref{coth}), extinction ratios of 20, 30 and 40 dB allow imbalances of at most 1.743, 0.550 and 0.174 dB.

The arms and the combiner enter $\Delta$ separately. With
\begin{equation}
D=20\log_{10}(a_1/a_2),\qquad C=20\log_{10}(t/k),
\end{equation}
the logarithms of $ta_1/(ka_2)$ and $ka_1/(ta_2)$ give
\begin{equation}
\Delta_1=D+C,\qquad \Delta_2=D-C. \label{dc}
\end{equation}
Unequal arms therefore do not by themselves rule out a perfect null at one chosen output. If $C=-D$, the combiner compensates for the arms and output 1 can be extinguished. The sum $\Delta_1+\Delta_2=2D$, however, does not depend on the combiner. By the triangle inequality $|\Delta_1|+|\Delta_2|\ge2|D|$, so at least one output has an imbalance of $|D|$ or more. Perfect nulls at both outputs, each at its own phase, require $D=0$ and $C=0$. The larger of $|D+C|$ and $|D-C|$ is $|D|+|C|$, so for given arms the worse output is best served by an equal combiner.

Consider a silicon modulator near 1550 nm with round, roughly typical parameters. The splitter sends a fraction 0.52 of the power into arm 1, the arm losses are 3.0 and 3.5 dB, and the combiner has $t^2=0.51$. A heater sweeps the phase while the junction voltages are held fixed. Arm 1 receives more light and loses less, so both differences add:
\begin{align}
D&=10\log_{10}\frac{0.52}{0.48}+(3.5-3.0)=0.848\ \mathrm{dB},\\
C&=10\log_{10}\frac{0.51}{0.49}=0.174\ \mathrm{dB}.
\end{align}
Equation (\ref{dc}) gives $\Delta_1=1.021$ dB and $\Delta_2=0.674$ dB, the last digits reflecting unrounded inputs. At output 1 the amplitudes are
\begin{align}
u&=\sqrt{0.51\times0.52\times10^{-0.30}}=0.3646,\\
v&=\sqrt{0.49\times0.48\times10^{-0.35}}=0.3241 .
\end{align}
The peak power is $(u+v)^2=0.4743$ of the input and the minimum is $(u-v)^2=0.001636$. Their ratio is about 290, or 24.6 dB; the small-imbalance formula differs by only 0.01 dB. Output 2, with its smaller imbalance, reaches 28.2 dB. As a test of the floor, fields were propagated through the coupler matrices for $180\times180$ settings of the two arm phases, in steps of $2^\circ$. At each output the lowest power agreed with $(u-v)^2$ to within $10^{-12}$ of the input power.

An amplitude adjustment can do what the arm phases cannot. One choice is to retune the combiner so that $ta_1=ka_2$. Squaring and using $k^2=1-t^2$,
\begin{equation}
t^2a_1^2=(1-t^2)a_2^2
\quad\Longrightarrow\quad
t^2=\frac{a_2^2}{a_1^2+a_2^2}=\frac{1}{1+10^{D/10}}=0.4514 .
\end{equation}
Output 1 then has a perfect null within the model. A combiner made of two nearly equal-splitting couplers with a phase shifter between them can be retuned in this way: a shifter placed there changes $u$ and $v$, which a shifter in the arms does not. At output 2 the imbalance becomes $D-C=2D=1.695$ dB, and its extinction ratio falls from 28.2 to 20.2 dB. In this device the repair at one output is paid for at the other. That is so whenever $|D-C|<2|D|$, which for $D>0$ means $-D<C<3D$; outside that range the retuning improves output 2 as well.

The other choice is to attenuate arm 1 by $\Delta_1=1.021$ dB and leave the combiner alone. The new arm imbalance is $D-\Delta_1=-C$. Output 1 has $-C+C=0$ and can be extinguished; output 2 has $-C-C=-2C$, which gives 34.0 dB. Here both outputs improve. At output 2 the imbalance changes in size from $D-C$ to $2C$, which is a reduction because $D>3C$ in this device; for $-C<D<3C$, output 2 would have become worse. The price is light: at output 1 the larger contribution has been reduced to $v$, so the peak falls from $(u+v)^2$ to $(2v)^2$, a loss of
\begin{equation}
20\log_{10}\frac{u+v}{2v}=0.53\ \mathrm{dB}.
\end{equation}

The extinction ratio (\ref{er}) assumes that the phase can travel from the minimum to the maximum. A data signal may swing it by less than $\pi$. Let the off state sit at $\theta=\pi$ and the on state at $\theta=\pi+S$. Since $\cos^2(\pi/2+S/2)=\sin^2(S/2)$, equation (\ref{floor}) gives
\begin{equation}
\frac{P_{\rm on}}{P_{\rm off}}
=1+\frac{4uv}{(u-v)^2}\sin^2\frac S2 .
\end{equation}
Because $4uv=(u+v)^2-(u-v)^2$, the fraction equals $\mathrm{ER}-1$, and
\begin{equation}
\frac{P_{\rm on}}{P_{\rm off}}=1+(\mathrm{ER}-1)\sin^2\frac S2 . \label{swing}
\end{equation}
At $S=\pi$ this returns ER; at $S=0$ it returns one.

The swing available from a carrier-depletion junction can be estimated, and the estimate shows that such a device breaks the assumption of a pure phase shifter. Take an abrupt junction with equal doping $N=3\times10^{17}\ \mathrm{cm^{-3}}$ on both sides, at 300 K, across a guide of width $w=500$ nm. If the depleted width is $W$, the peak field is $qNW/(2\epsilon)$, where $q$ is the elementary charge and $\epsilon$ the permittivity of silicon. The field profile is a triangle of base $W$, so the voltage across it is half the base times the peak:
\begin{equation}
V_{\rm bi}+V=\frac{qNW^2}{4\epsilon},\qquad
W=\sqrt{\frac{4\epsilon(V_{\rm bi}+V)}{qN}} .
\end{equation}
With a built-in voltage $V_{\rm bi}=0.890$ V, a reverse drive of $V=2.0$ V widens $W$ from 87.6 to 157.8 nm. Half of the extra width lies on each side. If the light is spread evenly over the guide, electrons disappear from a fraction
\begin{equation}
f=\frac{157.8-87.6}{2\times500}=0.070
\end{equation}
of it, and holes from an equal fraction. Rough empirical relations for silicon at this wavelength, with $N$ in $\mathrm{cm^{-3}}$, give the index rise and the fall in power absorption when both carriers are removed:
\begin{align}
\delta n&=8.8\times10^{-22}N+8.5\times10^{-18}N^{0.8},\\
\delta\alpha&=(8.5+6.0)\times10^{-18}N\ \ \mathrm{cm^{-1}} .
\end{align}
For arm length $L=3.0$ mm and wavelength $\lambda$, the phase swing and the drop in loss are
\begin{align}
S&=\frac{2\pi}{\lambda}Lf\,\delta n=0.293\,\pi,\\
\delta A&=\frac{10}{\ln10}Lf\,\delta\alpha=0.398\ \mathrm{dB}.
\end{align}
The same carriers set both numbers, so the junction is not a pure phase shifter. If arm 1 is held at the drive voltage while the heater sweeps the phase, $\Delta_1$ grows to about 1.42 dB and the extinction ratio at output 1 falls from 24.6 to 21.8 dB. If arm 2 is held driven instead, $\Delta_1$ shrinks to about 0.62 dB and the ratio rises to 28.9 dB. The improvement does not contradict the theorem: the voltage has changed an amplitude.

For data, let the undriven state be the null at output 1. Phase alone gives $\sin^2(S/2)\approx0.198$ and, by (\ref{swing}), an on/off ratio of about 58, or 17.6 dB. Including the lower loss of arm 1 in the on state raises this to about 17.9 dB. The sign follows from
\begin{equation}
\frac{\partial P}{\partial u}=2u+2v\cos(\pi+S)=2(u-v\cos S)>0
\quad\text{for }u>v .
\end{equation}
More light from arm 1 brightens the on state, while the undriven off state is unaffected.

Set beside real silicon depletion modulators, arms of a few millimetres and static extinction ratios of roughly 20 to 30 dB are ordinary. The estimated swing, extrapolated linearly to $\pi$, corresponds to a voltage-length product of about 2 V cm, also of the usual size. This figure describes the efficiency at the 2 V drive; since the depleted width grows only as the square root of $V_{\rm bi}+V$, an actual swing of $\pi$ in this arm would need about 11.5 V in this model, not the 6.8 V of the linear extrapolation. The peak field would then be about 0.76 MV/cm, at the edge of breakdown by the rough range quoted below, so a longer arm would be the safer way to a full swing. The estimated free-carrier loss at zero bias is about 2.3 dB, compatible with the assumed total arm losses. The driven junction has a peak field of about 0.37 MV/cm, well below the breakdown field, which is roughly 0.65 to 0.8 MV/cm at this doping. Even spreading of the light is a crude assumption, so the carrier results are estimates of size: a rib-waveguide mode shape or a different empirical fit moves the swing and the loss drop by roughly 15\%, and a weakly confined mode can raise the voltage for a swing of $\pi$ well above 11.5 V. They show that the voltage at which the null is taken can move the extinction ratio by several decibels.

The heater comes much closer to the ideal phase shifter. For a 200 $\mu$m undoped section with a thermo-optic slope of $1.8\times10^{-4}\ \mathrm{K^{-1}}$, a phase of $\pi$ needs a temperature rise
\begin{equation}
\Delta T=\frac{\lambda}{2\times200\ \mu\mathrm m\times1.8\times10^{-4}\ \mathrm{K^{-1}}}=21.5\ \mathrm K .
\end{equation}
The section's whole loss is taken as 0.040 dB. Even if the imbalance grew by that full amount, output 1 would still reach 24.3 dB.

Errors of phase and failures of interference must be kept apart. Suppose the arms differ in length by 100 $\mu$m and the ambient temperature drifts by 1 K. The phase error is $\delta=2\pi(100\ \mu\mathrm m)(1.8\times10^{-4})/\lambda=0.0730$ rad. The off power becomes $(u-v)^2+4uv\sin^2(\delta/2)$, and the extinction ratio drops to 23.2 dB. Readjusting the heater removes this error completely in the model, since it adds to the second term of (\ref{floor}) and not to the first.

A finite laser linewidth is different, because no single phase suits every frequency. For a Lorentzian line of full width $\Delta\nu$ and an arm delay $\tau$, averaging the cosine over the line multiplies it by $e^{-\pi\Delta\nu\tau}$. At the null this gives
\begin{align}
P_{\min}&=u^2+v^2-2uv e^{-\pi\Delta\nu\tau}\\
&=(u-v)^2+2uv\left(1-e^{-\pi\Delta\nu\tau}\right).
\end{align}
For 1 MHz, a group index of 4.0 and the same length difference, the added term lies 56.8 dB below the peak, far beneath the amplitude floor. Stray light that does not interfere also adds directly to the floor; at an assumed 40 dB below the peak it lowers the extinction ratio from 24.6 to 24.5 dB. With perfectly balanced amplitudes, that same stray light would by itself cap the ratio near 40 dB.

A combiner with loss no longer obeys the sum rule for the output powers, and its two outputs need not share one value of $C$. Equations (\ref{floor}) and (\ref{er}) survive, because they need only the two contributions $u$ and $v$ at the output in question, however the combiner produced them. The remaining values of the example are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Power fraction into arm 1: 0.52
Arm losses 1, 2: 3.0, 3.5 dB
Combiner through-fraction: 0.51
Arm imbalance D: 0.848 dB
Combiner imbalance C: 0.174 dB
Imbalance at outputs 1, 2: 1.021, 0.674 dB
Output 1 amplitudes u, v (input 1): 0.3646, 0.3241
Output 1 peak power / input: 0.4743
Output 1 minimum power / input: 0.001636
Swept ER at outputs 1, 2: 24.62, 28.23 dB
Small-imbalance estimate, output 1: 24.61 dB
Imbalance allowed for ER 20 dB: 1.743 dB
Imbalance allowed for ER 30 dB: 0.550 dB
Imbalance allowed for ER 40 dB: 0.174 dB
Retuned combiner through-fraction: 0.4514
Retuned: output 2 imbalance 1.695 dB, ER 20.24 dB
Arm 1 attenuated by 1.021 dB: output 2 ER 33.98 dB
Peak power cost of attenuation, output 1: 0.53 dB
Wavelength: 1550 nm
Arm length: 3.0 mm
Guide width: 500 nm
Doping each side: 3.0e+17 cm^-3; T = 300 K
Built-in voltage: 0.890 V; reverse drive: 2.0 V
Depletion width 0 V, driven: 87.6, 157.8 nm
Peak junction field, driven: 0.366 MV/cm
Free-carrier arm loss at 0 V: 2.34 dB
Phase swing from drive: 0.293 pi rad
Arm loss drop from drive: 0.398 dB
Swept ER, output 1, arm 1 held driven: 21.77 dB
Swept ER, output 1, arm 2 held driven: 28.91 dB
On/off ratio for this swing, phase only: 17.65 dB
On/off ratio with arm 1 loss change: 17.91 dB
Heater length: 200 um
Thermo-optic slope: 1.8e-04 K^-1
Heater rise for pi: 21.5 K
Heater-section loss: 0.040 dB
ER if imbalance grew by that loss: 24.29 dB
Arm length difference: 100 um
Phase error for 1 K ambient drift: 0.0730 rad
ER with that drift uncorrected: 23.21 dB
Laser linewidth: 1 MHz; group index 4.0
Linewidth floor / peak: -56.8 dB
Stray light / peak: -40 dB
ER with stray light: 24.50 dB
\end{verbatim}
